Ferroelectric area and interfacial-oxide field in transistors with a floating gate, part 1

(Sections cited here and not found follow in the second part.)

FIRST HALF: HOW THE AREA RATIO ENTERS

1. The physical situation

A ferroelectric transistor stores information in the polarization of a film that forms part of its gate. Between this film and the silicon lies a thin oxide. When the polarization switches, it sends electric displacement through the oxide, and the oxide has a small permittivity, so its field can become very large. A displacement of 20 μC/cm² in silicon dioxide would correspond to a field of about 58 MV/cm, several times a rough breakdown field of 10 MV/cm.

One remedy is to place a metal layer between film and oxide, connected to nothing, and to make the film smaller than the transistor beneath it. The metal spreads the charge induced by the small film over the larger oxide. How much does the oxide field fall?

The answer depends on what is held fixed. If the film is in the same state in both devices, the oxide field is proportional to the film area. If the gate voltage is the same, the film responds to the change of area, and the field falls less than proportionally, provided the film's displacement rises with its voltage.

2. Geometry, signs and assumptions

From top to bottom the stack consists of gate electrode, ferroelectric film, internal metal, oxide and p-type silicon. The film has area A_F and thickness t_F. The oxide has thickness t_ox, and oxide and channel both have area A_I. The area ratio is

r = A_F/A_I.

Shrinking the film means reducing A_F while A_I stays fixed.

Electric fields and displacements are positive when they point from the gate toward the silicon. The film has field E_F and displacement D_F; the oxide has field E_ox and displacement D_I. The band bending ψ_s is the potential of the silicon surface relative to its neutral interior. The gate voltage V is measured from flat band, the condition in which the silicon is neutral up to its surface and an initially depoled film carries no displacement. Differences in work function are constant potential steps, and this choice of origin absorbs them.

The model assumes uniform fields within each layer, no field lines leaving the sides of the film, and one common potential for the whole internal metal. Source and drain are held at the potential of the silicon interior and supply channel electrons fast enough to keep the silicon in equilibrium. No charge crosses the oxide or the film during a write. The write voltage rises monotonically, slowly enough for the film to follow it, and the film starts from the same state for every r.

3. Gauss's law around the internal metal

Enclose the internal metal in a surface whose upper face lies in the film and whose lower face lies in the oxide. The outward direction on the upper face points toward the gate, opposite to positive D_F, so that face contributes −A_F D_F. The outward direction on the lower face points toward the silicon, so it contributes +A_I D_I. If the metal carries the net free charge Q, Gauss's law reads

A_I D_I − A_F D_F = Q.

Divide by A_I and write σ = Q/A_I:

D_I = r D_F + σ.   (1)

The oxide is a linear dielectric, D_I = ε₀ε_ox E_ox. Therefore

E_ox = (r D_F + σ)/(ε₀ε_ox).   (2)

For a neutral internal metal, σ = 0, two devices with the same D_F have oxide fields in the ratio of their r. This is the first form of the result. The displacement in the film is not diluted. The metal collects a charge of magnitude A_F D_F on its upper face and, being neutral, carries the opposite charge on its lower face, where it occupies the larger area A_I.

Equation (2) also gives a rule of design. Suppose the film must reach a chosen displacement D_F > 0 while the oxide field stays below a chosen limit E_cap. With σ = 0,

r ≤ ε₀ε_ox E_cap/D_F.   (3)

The rule fixes the film state and leaves the voltage free. Different ratios then need different gate voltages.

4. The voltage balance

The potential drops across film, oxide and silicon add up to the gate voltage:

V = t_F E_F + t_ox E_ox + ψ_s.   (4)

To use it we need ψ_s as a function of D_I. Let x be the depth in the silicon, ψ(x) the potential relative to the neutral interior, and u = qψ/(kT), with q the elementary charge. Let N_A be the acceptor density and n_i the intrinsic carrier density. For carriers that obey Boltzmann statistics, the hole density is N_A exp(−u) and the electron density is (n_i²/N_A) exp(u). The fixed charge must cancel the mobile charge at u = 0. With γ = n_i²/N_A², the charge density is

ρ = qN_A[exp(−u) − 1 − γ(exp(u) − 1)].

Poisson's equation is ψ″ = −ρ/ε_S, where ε_S is the permittivity of silicon. Multiply both sides by ψ′. The left side becomes the derivative of (ψ′)²/2. Integrate from the interior, where ψ and ψ′ vanish, to the surface, using dψ = (kT/q)du:

(ψ′)²/2 = (kT N_A/ε_S) H(u),

H(u) = exp(−u) + u − 1 + γ[exp(u) − u − 1].

The displacement entering the silicon is D_I = −ε_Sψ′. For positive bending the potential falls with depth, so ψ′ is negative and D_I is positive:

D_I = √[2ε_S kT N_A H(u_s)],   u_s = qψ_s/(kT) > 0.   (5)

Squaring (5) and differentiating with respect to ψ_s gives 2D_I dD_I/dψ_s = 2ε_S qN_A H′(u_s), because du_s/dψ_s = q/(kT). Hence

dD_I/dψ_s = ε_S qN_A H′(u_s)/D_I,

H′(u) = 1 − exp(−u) + γ[exp(u) − 1].

For positive u both parts of H′ are positive. The silicon charge therefore rises with the band bending, and its differential capacitance is positive.

5. The film during its first write

The film is modelled as many independent grains. Each grain has polarization +P_s or −P_s and switches when the field along its opposite direction exceeds its coercive field. The internal metal and the gate electrode are both equipotentials, so all grains feel the same average field E_F in this model.

Let F(E) be the fraction of grains with coercive field below E. Initially, half the grains at each coercive field point up and half point down, where "up" means toward the silicon. When the film field has risen to E_F, every grain with coercive field below E_F points up. These grains contribute P_s F(E_F) to the average polarization. The remaining grains still cancel. Adding the linear dielectric response with relative permittivity ε_b gives

D_F = ε₀ε_b E_F + P_s F(E_F).   (6)

For the distribution we take

F(E) = (E/E_c)ⁿ/[1 + (E/E_c)ⁿ],

where E_c is the median coercive field and n sets the spread; a larger n means a narrower distribution. To differentiate F, first form F/(1 − F) = (E/E_c)ⁿ. The logarithm of this relation has the derivative

F′/[F(1 − F)] = n/E, so F′ = nF(1 − F)/E.

The film's differential capacitance per film area is therefore

c_F = dD_F/d(t_F E_F) = [ε₀ε_b + P_s nF(1 − F)/E_F]/t_F.   (7)

It is positive. Its second part is large while many grains are switching and small once nearly all of them have switched.

With σ = 0, every term on the right of (4) rises with E_F: the first directly, the other two through D_I = r D_F. There is thus one film field for each positive V, and it rises monotonically with V. This confirms that the film remains on the first-write curve (6) while the gate voltage rises.

6. The response to area at fixed gate voltage

Put oxide and silicon together. At a given D_I they take the voltage D_I t_ox/(ε₀ε_ox) + ψ_s(D_I). Let c_S be their differential capacitance in series, per transistor area:

1/c_S = t_ox/(ε₀ε_ox) + dψ_s/dD_I.   (8)

Now change r slightly while V stays fixed. The voltage changes across the film and across the rest of the stack must cancel:

dD_F/c_F + dD_I/c_S = 0.   (9)

With σ = 0, equation (1) gives

dD_I = D_F dr + r dD_F.   (10)

The first term is the direct effect of area. The second is the reaction of the film. Substitute (10) into (9) and collect the terms in dD_F:

dD_F (1/c_F + r/c_S) = −(D_F/c_S) dr.

Multiply by c_F c_S and divide by c_S + r c_F:

dD_F/dr = −D_F c_F/(c_S + r c_F).

Insert this in (10):

dD_I/dr = D_F[1 − r c_F/(c_S + r c_F)] = D_F c_S/(c_S + r c_F).

Finally multiply by r/D_I, which equals 1/D_F when σ = 0. Since E_ox is proportional to D_I,

d ln E_ox/d ln r = s,   s = c_S/(c_S + r c_F).   (11)

This is the second form of the result. If both capacitances are positive, then 0 < s < 1. A small fractional reduction of the film area reduces the oxide field by the fraction s of that reduction.

The sign of dD_F/dr shows what happens to the remainder. When r decreases, D_F increases. The oxide gives up voltage, the film receives it, and the higher film field switches more grains. The additional displacement restores part of the charge that the smaller area would have removed.

For a finite change from r₁ to a smaller r₂, integrate (11) over ln r. Because s lies between 0 and 1 along the whole interval, ln[E_ox(r₁)/E_ox(r₂)] lies between 0 and ln(r₁/r₂). Consequently

r₂/r₁ < E_ox(r₂)/E_ox(r₁) < 1.   (12)

Two limits explain the range. If r c_F is much smaller than c_S, then s is close to 1 and the field follows the area. The film takes up the voltage given up by oxide and silicon, but its small capacitance turns this voltage into little additional displacement. If r c_F is much larger than c_S, then s is close to 0. The film can supply much additional charge for a small increase of its voltage, and it almost compensates the loss of area. For given r and c_S, a film in the middle of switching is therefore the unfavourable case at fixed voltage. While the silicon is depleted, c_S itself is small, and s can be lower still.

7. Why the film capacitance must be positive

Equation (11) does not by itself fix the sign of the effect. Some models describe a uniformly polarized film whose voltage falls as its displacement rises. Its c_F is negative. If the film is kept uniform, the layers in series with it can stabilize it, and the condition follows from the energy.

Let v_F(D_F) be the film voltage and v_S(D_I) the voltage across oxide and silicon. Per transistor area, with the gate held at V and the internal metal neutral, the energy to be minimized is

W = r∫v_F dD_F + ∫v_S dD_I − V r D_F.

The last term accounts for the work of the voltage source. Since dD_I = r dD_F at fixed r,

dW/dD_F = r(v_F + v_S − V),

d²W/dD_F² = r(1/c_F + r/c_S).

The first derivative vanishes when the voltages balance. Stability against uniform changes of D_F requires the second to be positive. For c_F = −|c_F| this means r/c_S > 1/|c_F|, or r|c_F| > c_S. The exponent is then

s = c_S/(c_S − r|c_F|) < 0.

Shrinking such a film raises the oxide field, as long as it stays uniform and on this branch.

The uniformity is an assumption. Between two metals, one part of the film can raise its displacement while another part lowers it, with the total charge unchanged. The series layers do not respond to such a change, and for negative c_F it lowers the energy of the film. Unless the cost of domain walls prevents it, the film splits into domains and the result no longer applies.

A small example shows the size. Let the series layer be an oxide of capacitance c = 1.151 μF/cm² alone, and let the film obey v_F = (−0.5D_F + bD_F³)/c with b = 25 m⁴/C². At a gate voltage of 0.5 V the balance is

(r − 0.5)D_F + bD_F³ = c × 0.5 V.

Solving this cubic numerically and forming r D_F shows that the oxide field at r = 0.8 is 1.17 times that at r = 0.9. The grain model of section 5 has positive c_F, and for it the field falls.

SECOND HALF: A WORKED TRANSISTOR AND THE LIMITS OF THE MODEL

8. Symbols and results carried over

The ratio r is film area divided by transistor area. D_F and E_F are displacement and field in the film; D_I and E_ox are those in the oxide. σ is the charge of the internal metal per transistor area, and ψ_s is the band bending in the silicon. The gate voltage V is measured from flat band. The first half gave

D_I = r D_F + σ,   E_ox = D_I/(ε₀ε_ox),

V = t_F E_F + t_ox E_ox + ψ_s,

D_F = ε₀ε_b E_F + P_s F(E_F) during the first write,

and, at fixed V with σ = 0,

d ln E_ox/d ln r = s = c_S/(c_S + r c_F).

Here c_F is the film's differential capacitance per film area, and c_S is that of oxide and silicon in series per transistor area. F is the fraction of grains with coercive field below its argument.

With a neutral internal metal, the oxide field is proportional to the film area when the film state is fixed, but at fixed gate voltage it falls less than proportionally if the film capacitance is positive. What remains is to work through a numerical example and to examine the state after the write, tunnelling, electron confinement, edge fields and the comparison with real devices.
